# Nuclear Gradients for UHF and High-Spin ROHF by Two Routes

When the geometry of a radical is to be optimised, a gradient program must be given an energy-weighted density matrix \(W\). The practical decision is whether to build it from the orbital energies the self-consistent calculation reports. For UHF with canonical orbitals this is correct. For high-spin ROHF, the eigenvalues of an effective Fock matrix whose blocks between shells vanish at convergence (one such matrix is defined below) do not in general contain the required information, and \(W\) is built instead from the two spin Fock matrices. Both cases are covered by

\[
\frac{dE}{dx}=\sum_{mn}P_{mn}h^x_{mn}+\sum_{mnls}\Gamma_{mnls}(mn|ls)^x-\sum_{mn}W_{mn}S^x_{mn}+V^x_{nn},
\tag{1}
\]

\[
W=P^\alpha F^\alpha P^\alpha+P^\beta F^\beta P^\beta .
\tag{2}
\]

Here \(x\) is a nuclear coordinate, and a superscript \(x\) differentiates the integrals, or the nuclear repulsion \(V_{nn}\), at fixed density matrices. Atomic units are used.

## The energy and its two-particle density

The basis functions \(\chi_m\) are real and move with the atoms. Their overlap matrix is \(S\), their one-electron Hamiltonian matrix is \(h\), and

\[
(mn|ls)=\iint \chi_m(1)\chi_n(1)\,r_{12}^{-1}\,\chi_l(2)\chi_s(2)\,d1\,d2 .
\]

The occupied orbitals of spin \(\sigma\) have real coefficient vectors \(c_i^\sigma\), with \(c_i^{\sigma T}Sc_j^\sigma=\delta_{ij}\). The densities are

\[
P^\sigma=\sum_{i\in\sigma}c_i^\sigma c_i^{\sigma T},\qquad P=P^\alpha+P^\beta .
\]

For occupied spin orbitals, a determinant \(\Phi\) has

\[
\langle a_i^\dagger a_k^\dagger a_l a_j\rangle=\delta_{ij}\delta_{kl}-\delta_{il}\delta_{kj}.
\]

The two removed electrons must be put back into the same two orbitals. The matching order gives \(+1\); the opposite order gives \(-1\), because two annihilation operators anticommute. If \(i=k\), the two terms cancel. The two-electron energy is half the sum of this density times the integrals. The exchange term survives for equal spins only, since the spin integral vanishes otherwise:

\[
E_2=\tfrac12\sum_{\sigma\tau}\sum_{i\in\sigma}\sum_{j\in\tau}
\left[(ii|jj)-\delta_{\sigma\tau}(ij|ji)\right].
\]

Expanding the orbitals turns \((ii|jj)\) into the product \(P^\sigma_{mn}P^\tau_{ls}\). In \((ij|ji)\), orbital \(i\) occupies positions \(m,s\) and \(j\) occupies \(n,l\), so its product is \(P^\sigma_{ms}P^\sigma_{nl}\). Therefore

\[
E_2=\tfrac12\sum_{mnls}(mn|ls)\Big[P_{mn}P_{ls}-\sum_\sigma P^\sigma_{ms}P^\sigma_{nl}\Big].
\]

The integral is unchanged by \(l\leftrightarrow s\). Averaging the exchange coefficient over this interchange gives

\[
\Gamma_{mnls}=\tfrac12P_{mn}P_{ls}-\tfrac14\sum_\sigma
\left(P^\sigma_{ms}P^\sigma_{nl}+P^\sigma_{ml}P^\sigma_{ns}\right),
\tag{3}
\]

with \(E_2=\sum\Gamma_{mnls}(mn|ls)\). The factor \(\tfrac12\) for pair counting is inside \(\Gamma\).

High-spin ROHF uses one set of spatial orbitals. Closed orbitals \(c\) hold both spins, open orbitals \(o\) hold one \(\alpha\) electron each, and virtual orbitals \(v\) are empty. With closed density \(D=\sum_c c_cc_c^T\) and open density \(O=\sum_o c_oc_o^T\),

\[
P^\beta=D,\qquad P^\alpha=D+O,\qquad P=2D+O .
\]

Define \(X[A,B]_{mnls}=A_{ms}B_{nl}+A_{ml}B_{ns}\). Multiplying out \(\tfrac12(2D+O)(2D+O)\) for the Coulomb part, and \((D+O)(D+O)+DD\) for exchange, gives

\[
\begin{aligned}
\Gamma_{mnls}={}&2D_{mn}D_{ls}+D_{mn}O_{ls}+O_{mn}D_{ls}+\tfrac12O_{mn}O_{ls}\\
&-\tfrac14\left(2X[D,D]+X[D,O]+X[O,D]+X[O,O]\right)_{mnls}.
\end{aligned}
\tag{4}
\]

If \(O=0\), this is the closed-shell density \(2D_{mn}D_{ls}-\tfrac12X[D,D]_{mnls}\). If there is one open orbital, the pure \(O\) terms contribute \(\tfrac12(oo|oo)-\tfrac12(oo|oo)=0\): the single electron does not repel itself.

Both derivations also need the energy change caused by a density change. Define

\[
J[P]_{mn}=\sum_{ls}(mn|ls)P_{ls},\qquad
K[P^\sigma]_{ms}=\sum_{nl}(mn|ls)P^\sigma_{nl}.
\]

Then

\[
E=\operatorname{tr}Ph+\tfrac12\operatorname{tr}PJ[P]-\tfrac12\sum_\sigma\operatorname{tr}P^\sigma K[P^\sigma]+V_{nn}.
\]

Each quadratic term has two equal variations, one from each density factor, and these cancel its \(\tfrac12\). At fixed integrals,

\[
\delta E=\sum_\sigma\operatorname{tr}F^\sigma\delta P^\sigma,\qquad
F^\sigma=h+J[P]-K[P^\sigma].
\tag{5}
\]

In ROHF, too, \(F^\alpha\) and \(F^\beta\) mean these matrices, evaluated with the ROHF densities.

## First derivation: follow the orbitals

Let \(E^{(x)}\) denote the terms of (1) without \(W\). By the chain rule and (5),

\[
\frac{dE}{dx}=E^{(x)}+\sum_\sigma\operatorname{tr}F^\sigma\frac{dP^\sigma}{dx}.
\tag{6}
\]

Assume that the solution varies differentiably and the occupations stay fixed. Let the square matrix \(C\) contain all orbitals, occupied and virtual. Since they span the basis, one may write \(dC/dx=CU\). Differentiating \(C^TSC=1\) gives

\[
U^TC^TSC+C^TS^xC+C^TSCU=0
\quad\Rightarrow\quad U+U^T=-C^TS^xC .
\tag{7}
\]

The change of \(P^\sigma\) contains \((dc_i)c_i^T\) and its transpose. Because \(F^\sigma\) is symmetric, they contribute equally:

\[
\operatorname{tr}F^\sigma\frac{dP^\sigma}{dx}
=2\sum_{i\in\sigma}\sum_pF^\sigma_{pi}U^\sigma_{pi},\qquad
F^\sigma_{pi}=c_p^TF^\sigma c_i .
\tag{8}
\]

First let \(p=j\) also be occupied in spin \(\sigma\). Since \(F^\sigma_{ij}=F^\sigma_{ji}\), the symmetric part of \(U^\sigma\) alone contributes:

\[
\begin{aligned}
2\sum_{ij\in\sigma}F^\sigma_{ji}U^\sigma_{ji}
&=\sum_{ij\in\sigma}F^\sigma_{ij}(U^\sigma+U^{\sigma T})_{ij}\\
&=-\sum_{ij\in\sigma}(c_i^TS^xc_j)(c_j^TF^\sigma c_i)
=-\operatorname{tr}S^xP^\sigma F^\sigma P^\sigma .
\end{aligned}
\tag{9}
\]

The terms with \(p\) unoccupied in spin \(\sigma\) remain.

**UHF.** The two spins have separate matrices \(U^\alpha\) and \(U^\beta\). At fixed geometry, an allowed orbital rotation has \(\delta C=CR\) with \(R^T=-R\). Equation (8), with \(R\) replacing \(U\), gives \(\delta E=2\sum_{ai}F^\sigma_{ai}R_{ai}\), because the occupied block of \(R\) is antisymmetric and drops out. Each \(R_{ai}\) is free, so stationarity requires \(F^\sigma_{ai}=0\) for occupied \(i\) and virtual \(a\). The remaining terms vanish, and (6) and (9) give (1) and (2).

In canonical orbitals, where \(F^\sigma_{ij}=\epsilon_i^\sigma\delta_{ij}\),

\[
W=\sum_\sigma\sum_{i\in\sigma}\epsilon_i^\sigma c_i^\sigma c_i^{\sigma T}.
\]

This justifies using UHF orbital energies.

**ROHF.** Both spins now share \(U\). The \(\alpha\)-occupied orbitals are \(c,o\); the \(\beta\)-occupied orbitals are \(c\). The terms not included in (9) are therefore

\[
2\sum_{vc}F^\alpha_{vc}U_{vc}+2\sum_{vo}F^\alpha_{vo}U_{vo}
+2\sum_{oc}F^\beta_{oc}U_{oc}+2\sum_{vc}F^\beta_{vc}U_{vc}.
\tag{10}
\]

For a rotation at fixed geometry, the antisymmetric \(R\) removes the terms within each spin's occupied space, and \(\delta E\) is (10) with \(U\) replaced by \(R\). The elements \(R_{oc}\), \(R_{vo}\) and \(R_{vc}\) are independent. Hence

\[
F^\beta_{oc}=0,\qquad F^\alpha_{vo}=0,\qquad
(F^\alpha+F^\beta)_{vc}=0 .
\tag{11}
\]

Thus (10) is zero, and (9), summed over spin, again gives (2). The closed–virtual elements need not vanish for each spin; they cancel in the sum.

This affects the one-sided form \(\sum_\sigma S^{-1}F^\sigma P^\sigma\) of \(W\). From \(C^TSC=1\) with square \(C\), \(S^{-1}=CC^T\), so

\[
S^{-1}F^\sigma P^\sigma=P^\sigma F^\sigma P^\sigma+
\sum_{a\notin\sigma}\sum_{i\in\sigma}c_aF^\sigma_{ai}c_i^T .
\]

The last sum vanishes per spin in UHF. In ROHF, (11) guarantees its cancellation after addition over spin.

## Second derivation: impose orthonormality with multipliers

This route treats the occupied coefficients as free variables and imposes orthonormality separately. It uses neither virtual orbitals nor \(U\).

For **UHF**, take

\[
L=E-\sum_\sigma\sum_{ij\in\sigma}\Lambda^\sigma_{ij}
(c_i^{\sigma T}Sc_j^\sigma-\delta_{ij}),\qquad
\Lambda^\sigma_{ij}=\Lambda^\sigma_{ji}.
\tag{12}
\]

The multipliers are symmetric because constraints \(ij\) and \(ji\) are the same. They exist at a stationary point because the constraints are independent. To see this, let \(B\) hold the occupied vectors of one spin. The change \(\delta B=\tfrac12BM\), with any symmetric \(M\), changes \(B^TSB\) by \(\tfrac12(M+M)=M\), so every symmetric change can be produced.

Equation (5) gives \(\partial E/\partial c_i^\sigma=2F^\sigma c_i^\sigma\). The constraint term also produces a factor 2, since \(c_i\) occurs on both sides of \(S\). Stationarity of \(L\) is

\[
F^\sigma c_i^\sigma=\sum_{j\in\sigma}Sc_j^\sigma\Lambda^\sigma_{ji}.
\tag{13}
\]

Multiplication by \(c_k^{\sigma T}\) yields \(\Lambda^\sigma_{ki}=c_k^{\sigma T}F^\sigma c_i^\sigma\).

Along the solution the constraints hold, so \(E=L\). In the total derivative of \(L\), the coefficient derivatives multiply zero by stationarity, and the multiplier derivatives multiply constraints that are zero. The explicit derivative remains:

\[
\frac{dE}{dx}=E^{(x)}-\sum_\sigma\sum_{ij\in\sigma}
\Lambda^\sigma_{ij}c_i^{\sigma T}S^xc_j^\sigma .
\tag{14}
\]

The matrix contracted with \(S^x\) is \(\sum_{ij}c_i^\sigma\Lambda^\sigma_{ij}c_j^{\sigma T}=P^\sigma F^\sigma P^\sigma\), which proves (2). The overlap term is the first-order energy change that comes from keeping the orbitals orthonormal as the basis moves; its sign reverses with the direction of \(x\). If the basis is fixed in space, \(S^x\) and \((mn|ls)^x\) vanish. The electronic force then comes from the nuclear-attraction part of \(h^x\), which is the Hellmann–Feynman result.

For **ROHF**, one symmetric matrix \(\Lambda\) constrains all closed and open orbitals. A closed orbital enters both densities, while an open orbital enters \(P^\alpha\) alone. The stationary equations are

\[
\begin{aligned}
(F^\alpha+F^\beta)c_c&=\sum_{j\in c,o}Sc_j\Lambda_{jc},\\
F^\alpha c_o&=\sum_{j\in c,o}Sc_j\Lambda_{jo}.
\end{aligned}
\tag{15}
\]

Projection onto occupied orbitals gives

\[
\Lambda_{cc'}=(F^\alpha+F^\beta)_{cc'},\quad
\Lambda_{oo'}=F^\alpha_{oo'},\quad
\Lambda_{co}=F^\alpha_{co},\quad
\Lambda_{oc}=(F^\alpha+F^\beta)_{oc}.
\tag{16}
\]

Symmetry of \(\Lambda\) equates the last two and gives \(F^\beta_{oc}=0\), the first condition in (11). The explicit derivative of this Lagrangian gives \(W=\sum_{ij\in c,o}c_i\Lambda_{ij}c_j^T\). Its \(F^\alpha\) terms cover the whole closed-plus-open space and form \(P^\alpha F^\alpha P^\alpha\). Its \(F^\beta\) terms cover the closed space and form \(P^\beta F^\beta P^\beta\). This is (2).

## What the ROHF eigenvalues omit

Consider the effective Fock matrix whose closed, open and virtual diagonal blocks are \(\tfrac12(F^\alpha+F^\beta)\), and whose blocks between shells are proportional to the quantities in (11). At convergence those off-diagonal blocks vanish. Weighting its eigenvalues by occupations 2 and 1 gives the correct closed block, but an open block \(\tfrac12(F^\alpha+F^\beta)_{oo'}\) and no closed–open block.

The missing physics is open-shell exchange. Since \(F^\beta-F^\alpha=K[P^\alpha]-K[P^\beta]=K[O]\), the faulty matrix minus the correct one has blocks

\[
\Delta W_{oo'}=\tfrac12K[O]_{oo'},\qquad
\Delta W_{co}=-F^\alpha_{co}=K[O]_{co},
\]

where the last step uses \(F^\beta_{co}=0\). Another choice of the diagonal blocks of the effective Fock matrix changes the error within the shells. Its eigenvectors at convergence can still be chosen within single shells, so a matrix weighted by its eigenvalues has no closed–open block, and \(\Delta W_{co}=K[O]_{co}\) remains.

A vanishing sum of atomic gradients cannot reveal this error. A common translation leaves every overlap unchanged, so \(\sum_AS^{x_A}=0\), and its contraction with any \(W\) is zero.

An eigenvalue form of \(W\) does exist for ROHF if each spin is treated separately. Diagonalise \(F^\alpha\) within the closed-plus-open space and \(F^\beta\) within the closed space. These rotations leave \(P^\alpha\) and \(P^\beta\) unchanged, so (2) becomes \(\sum_\sigma\sum_{i\in\sigma}\epsilon_i^\sigma c_i^\sigma c_i^{\sigma T}\) as in UHF. The \(\alpha\) orbitals then mix the closed and open shells, and these energies are not the eigenvalues of the effective Fock matrix.

## Triplet methylene

Take triplet CH\(_2\) in the 6-31G basis, with chosen bond lengths 2.0 and 2.2 bohr and an angle of 130°. Carbon is at the origin and the first hydrogen, H1, lies on the positive \(x\) axis. The UHF derivative for moving H1 along \(x\), in hartree/bohr, is

\[
3.627964-1.846200-0.230739-1.561856=-0.010831 .
\]

The terms are the one-electron, two-electron, overlap and nuclear contributions. For ROHF,

\[
3.605090-1.821617-0.232439-1.561856=-0.010822,
\]

while the unrounded terms give \(-0.010823\). The two derivatives are \(-0.5570\) and \(-0.5565\) eV/Å. Their negative sign means that lengthening this bond lowers the energy at this geometry.

Close agreement here does not extend to every component. The \(y\) derivative of H1 is \(0.00092\) hartree/bohr in UHF and \(-0.00149\) in ROHF. The methods have different energies, \(-38.906174\) and \(-38.901754\) hartree, and different \(\langle S^2\rangle\), 2.0184 and 2.0000.

The numerical check tests the gradients against differences of reconverged energies. The largest discrepancy over the tested hydrogen components is \(1.1\times10^{-8}\) hartree/bohr. It also tests the \(x\) derivative of H1 with orbitals that are merely reorthonormalised at each displaced geometry. This agrees as well: such orbitals satisfy (7), and at a stationary point the rest of their first-order motion has no effect.

In the ROHF orbitals that diagonalise the effective Fock matrix defined above, the largest closed–virtual element of \(F^\alpha\) is 0.0217 hartree, whereas that of \(F^\alpha+F^\beta\) is \(7.9\times10^{-9}\) hartree. This is the cancellation in (11). The largest closed–open element of \(F^\alpha\) is 0.1008 hartree. Omitting that block from \(W\) changes some gradient component by 0.0164 hartree/bohr; using the effective-Fock eigenvalues changes one by 0.0343 hartree/bohr. For scale, the largest component of the correct ROHF gradient is 0.0477 hartree/bohr.

These numbers belong to the 6-31G basis and are not converged with respect to it. The \(x\) derivative of H1 is \(-0.0193\) hartree/bohr for both methods in cc-pVDZ, and \(-0.0100\) (UHF) and \(-0.0099\) (ROHF) in cc-pVTZ. In cc-pVTZ the \(y\) derivative of H1 is \(0.00055\) (UHF) and \(-0.00171\) (ROHF), the UHF \(\langle S^2\rangle\) is 2.0166, and the two faulty forms of \(W\) give errors of 0.0138 and 0.0214 hartree/bohr against a largest component of 0.0465. The signs, and the size of the errors relative to the gradient, remain similar; the digits do not.

## What each derivation assumes

Both derivations require a stationary determinant, fixed occupations and a differentiable solution branch. A minimum is not required. A nonsingular energy Hessian for the independent orbital rotations is sufficient for a smooth local branch, by the implicit function theorem. If the calculation jumps to another solution between geometries, an energy difference across the jump does not measure this derivative. Low-spin open shells that need several determinants have another energy expression, so (3) and (4) cannot be carried over unchanged.

The first derivation assumes a complete set of orbitals in the finite basis, including the virtual ones. In return, it shows what incomplete convergence leaves out. For UHF the omitted term is \(2\sum_\sigma\sum_{ai}F^\sigma_{ai}U^\sigma_{ai}\); for ROHF it is (10). Both are linear in the residual Fock elements, so a small residual can matter when the orbital response is large.

The second derivation needs the occupied orbitals alone, but it needs independent constraints and a symmetric multiplier matrix. Away from ROHF stationarity, the two projections in (16) can disagree, and then no such multiplier matrix solves (15). It explains directly why \(W\) accompanies \(S^x\), whereas the first derivation shows which orbital motions cease to matter and why.

## Table of computed values

```
Triplet CH2, 6-31G; basis functions: 13
alpha, beta electrons: 5 3
bond lengths: 2.0, 2.2 bohr; angle: 130 degrees
finite-difference step: 0.01 bohr
Gamma error, spin form: 2.2e-16
Gamma error, shell form: 1.7e-16
1 hartree/bohr = 51.42207 eV/angstrom
UHF energy: -38.90617419 hartree; <S^2>: 2.018378
 dE/dx of first H, in hartree/bohr:
  one-electron: 3.62796379
  two-electron: -1.84620005
  overlap (-tr W S^x): -0.23073863
  nuclear: -1.56185635
  total: -0.01083123
  reconverged difference: -0.01083122
  unrelaxed difference: -0.01083122
 total in eV/angstrom: -0.55696
 C gradient x, y: 0.0456255, -0.0436880 hartree/bohr
 H1 gradient x, y: -0.0108312, 0.0009203 hartree/bohr
 H2 gradient x, y: -0.0347942, 0.0427677 hartree/bohr
 max difference error: 1.1e-08 hartree/bohr
 S^-1 F P - P F P, max (hartree): alpha 8.8e-09, beta 9.9e-09, sum 1.1e-08
 eigenvalue form of W, max error: 5.4e-08 hartree
ROHF energy: -38.90175375 hartree; <S^2>: 2.000000
 dE/dx of first H, in hartree/bohr:
  one-electron: 3.60508956
  two-electron: -1.82161682
  overlap (-tr W S^x): -0.23243917
  nuclear: -1.56185635
  total: -0.01082278
  reconverged difference: -0.01082277
  unrelaxed difference: -0.01082278
 total in eV/angstrom: -0.55653
 C gradient x, y: 0.0476843, -0.0403304 hartree/bohr
 H1 gradient x, y: -0.0108228, -0.0014909 hartree/bohr
 H2 gradient x, y: -0.0368616, 0.0418213 hartree/bohr
 max difference error: 4.9e-09 hartree/bohr
 S^-1 F P - P F P, max (hartree): alpha 1.8e-02, beta 1.8e-02, sum 6.4e-09
 ROHF Fock blocks, largest element in hartree:
  Fb closed-open: 4.5e-09
  Fa open-virtual: 9.4e-09
  Fa+Fb closed-virtual: 7.9e-09
  Fa closed-virtual: 0.02169
  Fa closed-open: 0.10077
 largest gradient error from a faulty W, hartree/bohr:
  effective-Fock eigenvalues: 0.034300
  closed-open block dropped: 0.016414
  their sum over atoms, max: 2.8e-17
```
